# Energy derivatives and frontier eigenvalues in Kohn-Sham, generalized Kohn-Sham and OEP calculations

## Two calculations, one energy, two different LUMOs

Take an atom and minimize the same exact-exchange energy in two ways. In the first, the orbitals are free and feel a nonlocal exchange operator. In the second, they must all be eigenstates of one local potential, chosen to make the energy as low as possible. The total energies come out nearly equal. The lowest unoccupied eigenvalues do not: in the model atom treated below they are −0.520 and about −0.90 hartree (−0.894 or −0.900, depending on how the constant in the local potential is fixed). Both calculations predict almost the same energy change when a small fraction of an electron is added, so at most one of these eigenvalues can be that energy change per electron. Which eigenvalue is a derivative of the energy, and what must be added to the other?

## Setting and conventions

Hartree atomic units are used, with real orbitals and one spin direction. A fractional electron number \(N\) is described by the density matrix

\[
\gamma(x,x')=\sum_i n_i\,\phi_i(x)\phi_i(x'),\qquad \sum_i n_i=N .
\]

Occupations follow the aufbau rule: levels below the frontier orbital \(f\) have \(n_i=1\), levels above it have \(n_i=0\), and \(f\), assumed nondegenerate, carries the remainder \(n_f\). The external potential is fixed. The energy \(E[\gamma]\) is a differentiable functional, and its derivative defines a one-particle operator \(h\):

\[
\delta E=\mathrm{Tr}(h\,\delta\gamma),\qquad h=t+v_{\rm ext}+v_{\rm H}+v^{\rm nl}. \tag{1}
\]

Here \(t\) is the kinetic energy operator, \(v_{\rm H}\) the Hartree potential and \(v^{\rm nl}\) the derivative of the exchange-correlation energy with respect to \(\gamma\). For exact exchange with interaction \(w\),

\[
E_x=-\tfrac12\iint \gamma(x,x')^2\,w(x,x')\,dx\,dx'
\quad\Rightarrow\quad v^{\rm nl}(x,x')=-\gamma(x,x')\,w(x,x').
\]

The factor 2 from differentiating the square cancels the ½. For an explicit density functional, \(v^{\rm nl}\) is simply multiplication by \(\delta E_{xc}/\delta n(x)\).

Two minimizations are compared.

- **Generalized Kohn-Sham (GKS):** \(E\) is minimized over all orthonormal orbitals at the given occupations. Ordinary Kohn-Sham theory with an explicit density functional is the special case of a multiplicative \(v^{\rm nl}\).
- **Optimized effective potential (OEP):** the orbitals obey \(h_s\phi_i=\varepsilon_i\phi_i\), with \(h_s=t+v_s\) and a local \(v_s=v_{\rm ext}+v_{\rm H}+v^{\rm loc}\). \(E\) is minimized over \(v_s\).

Let \(E(N)\) be the minimum. The claim is that in both cases

\[
\frac{dE}{dN}=\langle f|h|f\rangle\equiv g(N), \tag{2}
\]

which reads

\[
\frac{dE}{dN}=\varepsilon_f\ \ \text{(GKS)},\qquad
\frac{dE}{dN}=\varepsilon_f+\langle f|v^{\rm nl}-v^{\rm loc}|f\rangle\ \ \text{(OEP)}. \tag{3}
\]

At integer \(N\) the derivative is one-sided: \(f\) is the HOMO for removal and the LUMO for addition.

## First derivation: follow the orbitals

When \(N\) changes, the frontier occupation changes and the orbitals relax. From (1), with \(\delta\gamma=\sum_i\delta n_i\,\phi_i\phi_i+\sum_i n_i(\delta\phi_i\,\phi_i+\phi_i\,\delta\phi_i)\) and \(h\) symmetric,

\[
\frac{dE}{dN}=\langle f|h|f\rangle+2\sum_i n_i\Big\langle \frac{d\phi_i}{dN}\Big|h\Big|\phi_i\Big\rangle , \tag{4}
\]

because \(dn_f/dN=1\) and no other occupation changes. It remains to show that the second term, the relaxation term, vanishes.

**GKS.** A change of orbitals that keeps them orthonormal is \(\delta\phi_i=\sum_j A_{ji}\phi_j\) with \(A_{ji}=-A_{ij}\). With \(h_{ij}=\langle i|h|j\rangle\), the energy changes by

\[
2\sum_{ij}n_iA_{ji}h_{ji}=2\sum_{i<j}(n_i-n_j)A_{ji}h_{ij}.
\]

The pair \((i,j)\) contributes \(n_iA_{ji}\) and \(n_jA_{ij}=-n_jA_{ji}\), which gives the difference of occupations. At the minimum this vanishes for every \(A\), so

\[
(n_i-n_j)\,h_{ij}=0 . \tag{5}
\]

The actual relaxation \(d\phi_i/dN\) is one such change, so the relaxation term in (4) is zero. Moreover, a fractional \(n_f\) differs from every other occupation. Then \(h_{fj}=0\) for all \(j\ne f\), which means \(h\phi_f=\varepsilon_f\phi_f\) and \(\langle f|h|f\rangle=\varepsilon_f\). This is the first half of (3). Among orbitals of equal occupation, (5) leaves a rotation free, and it is used to diagonalize \(h\) there too.

**OEP.** The orbitals can now change only through \(v_s\). First-order perturbation theory gives

\[
\delta\phi_i=\sum_{a\neq i}\phi_a\frac{\langle a|\delta v_s|i\rangle}{\varepsilon_i-\varepsilon_a}.
\]

Write \(D=v^{\rm nl}-v^{\rm loc}\), so that \(h=h_s+D\). Since \(h_s\) is diagonal in its own eigenstates, \(\langle a|h|i\rangle=\langle a|D|i\rangle=D_{ai}\) for \(a\ne i\). The energy change at fixed occupations is therefore

\[
\delta E=2\sum_i n_i\sum_{a\ne i}\frac{D_{ai}\langle a|\delta v_s|i\rangle}{\varepsilon_i-\varepsilon_a}
=\sum_{i\ne a}\frac{n_i-n_a}{\varepsilon_i-\varepsilon_a}\,D_{ai}\,\langle a|\delta v_s|i\rangle . \tag{6}
\]

The second form is half the first plus half the first with \(i\) and \(a\) exchanged; the denominator changes sign under the exchange. Stationarity for every \(\delta v_s(x)\) gives the OEP equation

\[
\sum_{i\ne a}\frac{n_i-n_a}{\varepsilon_i-\varepsilon_a}\,D_{ai}\,\phi_a(x)\phi_i(x)=0 . \tag{7}
\]

The actual change \(dv_s/dN\) is one possible \(\delta v_s\), so relaxation again contributes nothing, and

\[
\frac{dE}{dN}=\langle f|h_s+D|f\rangle=\varepsilon_f+D_{ff}.
\]

The difference between the schemes is now visible. GKS stationarity makes \(f\) an eigenstate of \(h\) itself. OEP stationarity makes one weighted sum of off-diagonal elements vanish at each point, while \(f\) remains an eigenstate of \(h_s\). Equation (7) contains no diagonal element, so it does not by itself set \(D_{ff}\) to zero.

## Second derivation: trap the slope between two bounds

The same result follows without any orbital response. Let \(P=|f\rangle\langle f|\) be built from the minimizing state at \(N\), and add a small charge \(\delta>0\) to \(f\) with nothing else changed. The matrix \(\gamma+\delta P\) is an allowed trial state for \(N+\delta\) electrons in both schemes: in GKS the orbitals are still orthonormal, and in OEP they are still aufbau-filled eigenstates of a local potential, the old one. This requires \(n_f+\delta\le1\). The minimum cannot lie above a trial energy, so

\[
E(N+\delta)\le E[\gamma+\delta P]\le E(N)+\delta\,g(N)+C\delta^2 , \tag{8}
\]

where \(C\ge0\) bounds the second-order remainder near the chosen \(N\).

Next start from the minimizing state at \(N+\delta\) and remove the charge \(\delta\) from its frontier orbital. The result is a trial state for \(N\) electrons:

\[
E(N)\le E(N+\delta)-\delta\,g(N+\delta)+C\delta^2 . \tag{9}
\]

Solving (8) and (9) for the difference quotient gives

\[
g(N+\delta)-C\delta\ \le\ \frac{E(N+\delta)-E(N)}{\delta}\ \le\ g(N)+C\delta . \tag{10}
\]

If \(g\) is continuous, both ends tend to \(g(N)\) as \(\delta\to0\), and (2) follows for the right derivative. Starting from \(N-\delta\) and \(N\) gives the left derivative. Inserting \(h\phi_f=\varepsilon_f\phi_f\) for GKS and \(h=h_s+D\) for OEP reproduces (3).

At an integer the upper bound uses the LUMO of the \(N\)-electron state, and continuity means \(g(N+\delta)\to\langle L|h|L\rangle\). The HOMO plays this part on the other side. The two limits involve different orbitals, so \(E(N)\) generally has a kink.

The bounds also give the sign of the curvature for exact exchange with one spin direction. The terms of second order in \(\delta\) in \(E[\gamma+\delta P]\) come from the Hartree and exchange energies:

\[
\frac{\delta^2}{2}\iint\phi_f^2(x)\,w\,\phi_f^2(x')\,dx\,dx'
-\frac{\delta^2}{2}\iint[\phi_f(x)\phi_f(x')]^2\,w\,dx\,dx'=0 .
\]

An orbital's added charge does not interact with itself. Hence \(C=0\), and (10) becomes \(g(N+\delta)\le g(N)\): the slope cannot rise between two integers, and \(E(N)\) is concave or straight there. This holds for both the GKS and the OEP minimum.

## What each derivation assumes

The first derivation needs a stationary point, not a minimum, but it also needs orbitals that vary differentiably with \(N\). It shows where the result fails: if \(v^{\rm loc}\) comes from an approximation to (7), the relaxation term in (4) need not vanish, and (3) acquires a further term.

The second derivation needs a true minimum at each \(N\), a bounded second-order remainder and continuity of \(g\). It uses neither perturbation theory nor the Euler equations (5) and (7), except to rewrite \(g\) through eigenvalues. In return it gives inequalities at finite \(\delta\), which the first does not.

Both survive if \(v_s\) is restricted to a fixed linear family, such as a finite expansion, provided the family is the same for all \(N\). The path \(dv_s/dN\) then stays within the family, and the old potential remains an allowed trial. Both need a nondegenerate frontier level; with degeneracy, the orbital that receives the charge must first be determined.

## When the matrix element is zero

The OEP orbitals do not change if a constant \(c\) is added to \(v^{\rm loc}\). The eigenvalue becomes \(\varepsilon_f+c\) and the matrix element \(D_{ff}-c\). Their sum is physical; each alone depends on the convention for the constant. It is therefore too strong to say that OEP always has a nonzero correction.

The usual convention for a finite system is \(v^{\rm loc}\to0\) at infinity. To see what it implies for exact exchange, define the orbital shifts

\[
\psi_i=\sum_{a\ne i}\phi_a\frac{D_{ai}}{\varepsilon_i-\varepsilon_a}.
\]

The first form of (6) then turns the OEP equation into \(\sum_i n_i\phi_i\psi_i=0\). Applying \(h_s-\varepsilon_i\) to \(\psi_i\) cancels the denominators up to a sign:

\[
(h_s-\varepsilon_i)\psi_i=-\sum_{a\neq i}\phi_aD_{ai}=-(D\phi_i-D_{ii}\phi_i). \tag{11}
\]

Far away, the highest occupied orbital \(f\) decays most slowly. The OEP equation gives

\[
\frac{\psi_f}{\phi_f}=-\sum_{i\ne f}\frac{n_i}{n_f}\,\frac{\phi_i}{\phi_f}\,\frac{\psi_i}{\phi_f}.
\]

By (11), \(\psi_i\) is driven by exchange terms that decay no more slowly than \(\phi_f\), so \(\psi_i/\phi_f\) does not grow exponentially, while \(\phi_i/\phi_f\) falls exponentially. Thus \(\psi_f/\phi_f\to0\), and the left side of (11) for \(i=f\) is negligible compared with \(\phi_f\). The right side must then vanish on the same scale:

\[
v^{\rm loc}(x)+D_{ff}\ \to\ \frac{(v^{\rm nl}\phi_f)(x)}{\phi_f(x)}\ \to\ -\frac{n_f}{|x|}\ \to\ 0 . \tag{12}
\]

With \(v^{\rm loc}\to0\), this gives \(D_{ff}=0\). The argument is asymptotic. It assumes a fully flexible potential and no direction in which \(\phi_f\) has a node extending to infinity.

Density functional theory gives the same constant. The OEP energy is an implicit functional of the density, since \(n\) determines \(v_s\), up to a constant, and hence \(\gamma\). Let the density change by \(\delta\,\phi_f^2\) at fixed \(v_s\). The exchange energy then changes by \(\delta\langle f|v^{\rm nl}|f\rangle\), and a density derivative \(v_x\) that is valid also when \(N\) changes must reproduce this as \(\delta\langle f|v_x|f\rangle\). So \(D_{ff}=0\) for that choice of constant, and the implicit functional obeys \(dE/dN=\varepsilon_f\) at fractional \(N\).

The element survives for the LUMO of an integer system. The LUMO is empty, so (12) says nothing about it. The convention has already fixed the constant through the HOMO, and

\[
\frac{dE}{dN}\Big|_{+}=\varepsilon_L+\Delta,\qquad \Delta=\langle L|v^{\rm nl}-v^{\rm loc}|L\rangle . \tag{13}
\]

Just above the integer, the former LUMO is the highest occupied orbital and its own element must vanish. Its eigenvalue is then the full slope, so it has jumped by \(\Delta\). This is the derivative discontinuity of the exchange potential.

Two limits show when nothing is added. If \(E_{xc}\) is an explicit density functional, \(v^{\rm nl}\) is already local, OEP can reproduce it, and \(D=0\). If \(0<N<1\), or for removal at \(N=1\), exact exchange gives \(v^{\rm nl}\phi_f=-n_f\big[\int w\,\phi_f^2\,dx'\big]\phi_f\), which a local potential reproduces on the one orbital that matters. It cancels \(v_{\rm H}\), and \(E(N)\) is a straight line.

## A model atom

The example is one-dimensional and fully spin-polarized, with \(v_{\rm ext}=-4/\sqrt{x^2+1}\) and \(w=1/\sqrt{(x-x')^2+1}\). It lives on 57 grid points between −7 and 7 bohr, and the grid defines the model. Correlation is omitted. Local-density exchange (LDA) is built from the homogeneous gas with the same interaction; the gas integral is cut at 100 bohr, which shifts the LDA eigenvalues by up to \(10^{-4}\) hartree. The slopes come from differences of separately converged total energies; the numerical output follows this text.

At \(N=2.5\), in hartree:

| Scheme | \(dE/dN\) | \(\varepsilon_f\) |
|---|---|---|
| LDA | −0.54675 | −0.54675 |
| 25% hybrid, GKS | −0.54373 | −0.54373 |
| Hartree-Fock, GKS | −0.53163 | −0.53163 |
| OEP exact exchange | −0.53145 | −0.51616 |

In the first three rows slope and eigenvalue agree. In the last they differ, and the matrix element −0.01529 makes up the difference: \(-0.51616-0.01529=-0.53145\). The derivative at fixed orbitals is also −0.53145, which confirms that relaxation drops out. The OEP energy lies 0.00028 hartree above the Hartree-Fock energy, as it must when the orbitals are more restricted.

By (12) this frontier element should be zero in an infinite space. Here the constant was fixed by setting \(v^{\rm loc}=-n_f/\sqrt{7^2+1}\) at the walls, which treats the charge of \(\phi_f\) as a point at the origin. Most of the residue comes from this point-charge step: aligning instead to \((v^{\rm nl}\phi_f)/\phi_f\) at the walls, the middle term of (12), leaves an element of only 0.0012. With the point-charge alignment the element shrinks to −0.0065, −0.0033 and −0.0019 when the walls are moved to 9, 11 and 13 bohr. Lowering \(v^{\rm loc}\) by 0.01529 would remove it and make \(\varepsilon_f\) equal to the slope.

At \(N=2\) the OEP results are as follows.

- **Removal:** the slope is −1.4528, and HOMO plus element is \(-1.4466-0.0062=-1.4528\). The correction is small.
- **Addition:** the slope is −0.5117, while the LUMO lies at −0.8943. With \(\Delta=0.3826\), the sum is \(-0.8943+0.3826=-0.5117\).

So \(\Delta\) is 0.383 hartree, or 10.4 eV, with the constant fixed at the walls. Fixing it by a vanishing HOMO element, as in (13), lowers \(v^{\rm loc}\) by 0.0062 and gives a LUMO at −0.900 and \(\Delta=0.389\) hartree, or 10.6 eV. This value changes by only 0.0003 when the walls are moved to 10 bohr, while the wall-aligned one moves to 0.386. The difference between the two slopes is the OEP eigenvalue gap, plus \(\Delta\), minus the HOMO element:

\[
0.5523+0.3826+0.0062=0.9411\ \text{hartree}.
\]

The OEP eigenvalue gap alone gives 59% of this. In Hartree-Fock the eigenvalues are the slopes on both sides, and their difference is \(-0.5196+1.4554=0.9358\) hartree. This answers the opening question: the Hartree-Fock LUMO is an energy derivative, and the OEP LUMO becomes one after \(\Delta\) is added.

At \(N=2.05\) the third OEP eigenvalue is −0.5003, a jump of 0.394 from its value at \(N=2\), close to \(\Delta\). The frontier element there is −0.0209, so it is again small compared with \(\Delta\) but not zero. The finite box limits how close to the integer this comparison can be made. Fixing the constant at the walls through (12) requires the frontier orbital to dominate the density there. When the added charge is too small for that, the frontier element is no longer small and the jump obtained in this way departs from \(\Delta\). At \(N=2.0001\), for example, the element is 0.219 and the jump only 0.163. The sum of eigenvalue and element still gives the slope. If the constant is instead fixed by a vanishing frontier element on both sides, the jump is 0.379 at \(N=2.05\) and tends to \(\Delta=0.389\) as \(N\to2^+\).

The bounds (10) can be checked on a finite interval. With \(E(2)=-4.66078\) and \(E(2.5)=-4.92388\) hartree in OEP, the mean slope is

\[
\frac{-4.92388+4.66078}{0.5}=-0.5262\ \text{hartree}.
\]

It lies between \(g(2.5)=-0.5314\) and \(g(2^+)=-0.5117\), as (10) requires with \(C=0\). The slope falls as charge is added, so the curve bends downward. In LDA the slope rises from −0.677 just above \(N=2\) to −0.547 at \(N=2.5\). There the added charge does interact with itself, \(C\) is not zero, and the concavity argument does not apply. Equation (3) holds in both cases: it gives the slope of the chosen functional's \(E(N)\), from the eigenvalue alone in LDA and from eigenvalue plus matrix element in OEP, whether or not that slope is close to a true ionization energy or electron affinity.

## Table of computed values

```
nuclear charge 4.0 e, softening length 1.0 bohr
grid -7.0 to 7.0 bohr, spacing 0.25 bohr, 57 points
LDA exchange, N=2.5: E = -4.938647 hartree
  dE/dN = -0.546745, eps_f = -0.546745 hartree
  N=2 left: dE/dN = -1.20967, HOMO = -1.20967 hartree
  N=2 right: dE/dN = -0.67704, LUMO = -0.67704 hartree
25% hybrid GKS, N=2.5: E = -4.934802 hartree
  dE/dN = -0.543727, eps_f = -0.543727 hartree
  N=2 left: dE/dN = -1.26955, HOMO = -1.26955 hartree
  N=2 right: dE/dN = -0.63544, LUMO = -0.63544 hartree
Hartree-Fock GKS, N=2.5: E = -4.924164 hartree
  dE/dN = -0.531626, eps_f = -0.531626 hartree
  N=2 left: dE/dN = -1.45541, HOMO = -1.45541 hartree
  N=2 right: dE/dN = -0.51964, LUMO = -0.51964 hartree
OEP exact exchange, N=2.5: E = -4.923882 hartree
  E(OEP) - E(Hartree-Fock) = 0.000282 hartree
  dE/dN = -0.531446 hartree
  fixed-orbital dE/dn_f = -0.531446 hartree
  eps_f = -0.516158 hartree
  frontier matrix element = -0.015288 hartree
  eps_f + element = -0.531446 hartree
  smallest energy rise, 6 trial potentials = 2.543e-04 hartree
OEP exact exchange, N=2: E = -4.660776 hartree
  left dE/dN = -1.45278 hartree
  HOMO = -1.44662, its element = -0.00616 hartree
  HOMO + element = -1.45278 hartree
  right dE/dN = -0.51170 hartree
  LUMO = -0.89429, its element Delta = 0.38259 hartree
  LUMO + Delta = -0.51170 hartree
  Delta = 10.411 eV
  OEP eigenvalue gap = 0.55233 hartree
  derivative gap (right - left) = 0.94108 hartree
OEP, N=2.05: eps_f = -0.50026 hartree
  its frontier element = -0.02090 hartree
  jump of third eigenvalue from N=2 = 0.39403 hartree
```
